# Wilson hopping expansion: no backtracking, and critical values 1/8 and 1/4: a numerical check

```python
"""Wilson fermions: hopping expansion and critical hopping parameters.

Result under test (four dimensions, lattice spacing a = 1):
  D = 1 - kappa*H; H hops forward with (r-gamma_mu)U_mu and backward with
  (r+gamma_mu)U_mu^dagger.  The propagator is S = sum_n kappa^n H^n.
  At r = 1 immediate reversals vanish.  The free quark is massless at
  kappa = 1/8; the pion at zero inverse gauge coupling and infinitely many
  colours is massless at kappa = 1/4.
Symbols: kappa hopping parameter, r Wilson parameter, U gauge links,
  gamma hermitian Euclidean Dirac matrices, q momentum along time.
"""
import itertools
import numpy as np

rng = np.random.default_rng(12345)
s1 = np.array([[0, 1], [1, 0]], complex)
s2 = np.array([[0, -1j], [1j, 0]])
s3 = np.diag([1, -1]).astype(complex)
one2, one4 = np.eye(2), np.eye(4)
gamma = [np.kron(s2, s) for s in (s1, s2, s3)] + [np.kron(s1, one2)]
gamma5 = np.kron(s3, one2)
for a in range(4):
    assert np.allclose(gamma[a] @ gamma5, -gamma5 @ gamma[a])
    for b in range(4):
        anti = gamma[a] @ gamma[b] + gamma[b] @ gamma[a]
        assert np.allclose(anti, 2 * (a == b) * one4)


def haar_unitary(n):
    z = rng.normal(size=(n, n)) + 1j * rng.normal(size=(n, n))
    q, t = np.linalg.qr(z)
    d = np.diag(t)
    return q * (d / abs(d))


# ---------- explicit hopping matrix on a periodic 3^4 lattice ----------
SIDE = 3
sites = list(itertools.product(range(SIDE), repeat=4))
index = {s: i for i, s in enumerate(sites)}
volume = len(sites)


def neighbour(x, mu):
    s = list(sites[x])
    s[mu] = (s[mu] + 1) % SIDE
    return index[tuple(s)]


def hopping_matrix(links, r):
    nc = links.shape[-1]
    h = np.zeros((volume, 4, nc, volume, 4, nc), complex)
    for x in range(volume):
        for mu in range(4):
            y = neighbour(x, mu)
            u = links[x, mu]
            h[x, :, :, y] += np.einsum('ab,ij->aibj', r * one4 - gamma[mu], u)
            h[y, :, :, x] += np.einsum('ab,ij->aibj', r * one4 + gamma[mu],
                                       u.conj().T)
    return h.reshape(volume * 4 * nc, volume * 4 * nc)


links = np.zeros((volume, 4, 3, 3), complex)
for x in range(volume):
    for mu in range(4):
        u = haar_unitary(3)
        links[x, mu] = u / np.linalg.det(u) ** (1 / 3)
H = hopping_matrix(links, 1.0)
norm_H = np.sqrt(np.linalg.eigvalsh(H @ H.conj().T)[-1])
assert norm_H <= 8 + 1e-9

# gamma5 hermiticity of H implies the same property of the propagator
G5 = np.kron(np.eye(volume), np.kron(gamma5, np.eye(3)))
assert np.allclose(G5 @ H @ G5, H.conj().T)

# partial sums of the series against a direct linear solve
kappa_series = 0.10
source = np.zeros(H.shape[0], complex)
source[0] = 1
exact = np.linalg.solve(np.eye(H.shape[0]) - kappa_series * H, source)
term, total, series_error = source.copy(), source.copy(), {}
for n in range(1, 41):
    term = kappa_series * (H @ term)
    total = total + term
    if n in (5, 10, 20, 40):
        series_error[n] = np.linalg.norm(total - exact)
        bound = (8 * kappa_series) ** (n + 1) / (1 - 8 * kappa_series)
        assert series_error[n] <= bound + 1e-12

# second-order block between diagonal neighbours: exactly two paths
H2 = H @ H
x0, xa, xb = 0, neighbour(0, 0), neighbour(0, 1)
xc = neighbour(xa, 1)
A0, A1 = one4 - gamma[0], one4 - gamma[1]
two_paths = (np.kron(A0 @ A1, links[x0, 0] @ links[xa, 1])
             + np.kron(A1 @ A0, links[x0, 1] @ links[xb, 0]))
assert np.allclose(H2[:12, 12 * xc:12 * xc + 12], two_paths)

# reversal terms sit in the diagonal block of H^2
H_half = hopping_matrix(links, 0.5)
back_one = H2[:12, :12]
back_half = H_half[:12, :] @ H_half[:, :12]
assert np.allclose(back_one, 0, atol=1e-12)
assert np.allclose(back_half, 8 * (0.5 ** 2 - 1) * np.eye(12))

# ---------- free field ----------
H_free = hopping_matrix(np.ones((volume, 4, 1, 1), complex), 1.0)
free_radius = abs(np.linalg.eigvals(H_free)).max()
kappa_c_free = 1 / free_radius
assert abs(kappa_c_free - 1 / 8) < 1e-8


def free_mass_from_inverse(kappa, nt=60):
    """Decay of the propagator at zero spatial momentum."""
    forward = np.roll(np.eye(nt), 1, axis=1)
    spatial = sum((one4 - g) + (one4 + g) for g in gamma[:3])
    h = (np.kron(np.eye(nt), spatial) + np.kron(forward, one4 - gamma[3])
         + np.kron(forward.T, one4 + gamma[3]))
    s = np.linalg.inv(np.eye(4 * nt) - kappa * h)
    size = [np.linalg.norm(s[:4, 4 * t:4 * t + 4]) for t in (5, 6)]
    return np.log(size[0] / size[1])


free_kappa = 0.10
free_mass_num = free_mass_from_inverse(free_kappa)
free_mass = np.log((1 - 6 * free_kappa) / (2 * free_kappa))
assert abs(free_mass_num - free_mass) < 1e-8

# ---------- enumeration of all words of hops ----------
steps = [(mu, sign) for mu in range(4) for sign in (1, -1)]
factor = {(mu, sign): one4 - sign * gamma[mu] for mu, sign in steps}
word_table = []
for length in range(1, 5):
    weight_sum, surviving, amplitude = 0.0, 0, np.zeros((4, 4), complex)
    for word in itertools.product(steps, repeat=length):
        P = one4
        for step in word:
            P = P @ factor[step]
        weight = np.sum(abs(P) ** 2)
        pairs = list(zip(word[:-1], word[1:]))
        reverses = any(a[0] == b[0] and a[1] != b[1] for a, b in pairs)
        corners = sum(a[0] != b[0] for a, b in pairs)
        predicted = 0 if reverses else 2 * 4 ** length / 2 ** corners
        assert abs(weight - predicted) < 1e-9
        weight_sum += weight
        surviving += weight > 1e-9
        amplitude += P
    assert abs(weight_sum - 4 * 16 ** length) < 1e-6
    assert np.allclose(amplitude, 8 ** length * one4)
    word_table.append((length, 8 ** length, surviving, weight_sum,
                       amplitude[0, 0].real))

# ---------- locked quark-antiquark walk, full 16-component spin space ----
pair = {k: np.kron(A, A.conj()) for k, A in factor.items()}
pair_total = sum(pair.values())
pair_eigs = np.sort(np.linalg.eigvals(pair_total).real)[::-1]
kappa_c_strong = 1 / np.sqrt(pair_eigs[0])
assert abs(kappa_c_strong - 1 / 4) < 1e-10


def pion_mass_formula(kappa):
    k2 = kappa ** 2
    return np.arccosh(1 + (1 - 16 * k2) * (1 - 4 * k2)
                      / (8 * k2 * (1 - 6 * k2)))


def pion_walk(kappa, nt=81, nsteps=600):
    """Correlator against time, by summing paths length by length."""
    spatial = sum(pair[(mu, s)] for mu in range(3) for s in (1, -1))
    state = np.zeros((nt, 16), complex)
    state[0] = one4.reshape(16)
    acc = state.copy()
    for _ in range(nsteps):
        state = kappa ** 2 * (state @ spatial.T
                              + np.roll(state @ pair[(3, 1)].T, 1, axis=0)
                              + np.roll(state @ pair[(3, -1)].T, -1, axis=0))
        acc = acc + state
    return (acc @ one4.reshape(16)).real


pion_rows = []
for kappa in (0.10, 0.15, 0.20, 0.24):
    corr = pion_walk(kappa)
    mass_num = np.log(corr[5] / corr[6])
    mass = pion_mass_formula(kappa)
    assert abs(mass_num - mass) < 1e-7
    assert abs(corr.sum() / (4 / (1 - 16 * kappa ** 2)) - 1) < 1e-9
    pion_rows.append((kappa, mass_num, mass, corr.sum()))

kappa_near = 0.2499
slope = pion_mass_formula(kappa_near) ** 2 / (1 / (2 * kappa_near) - 2)
assert abs(slope / 4.8 - 1) < 0.01

# ---------- large random unitary links on a one-site periodic lattice ----
colours, samples, kappa_rm, q = 150, 12, 0.20, 1.0


def one_site_hopping(us):
    return sum(np.kron(one4 - g, u) + np.kron(one4 + g, u.conj().T)
               for g, u in zip(gamma, us))


def pion_momentum_formula(kappa, q):
    k2, c = kappa ** 2, np.cos(q)
    return 4 * (1 - 4 * k2 * c) / (1 - 12 * k2 + 16 * k2 ** 2
                                   - 8 * k2 * (1 - 6 * k2) * c)


data = []
unit = np.eye(4 * colours)
for k in range(samples):
    us = [haar_unitary(colours) for _ in range(4)]
    h0 = one_site_hopping(us)
    hq = one_site_hopping(us[:3] + [np.exp(1j * q) * us[3]])
    S0 = np.linalg.inv(unit - kappa_rm * h0)
    Sq = np.linalg.inv(unit - kappa_rm * hq)
    data.append([np.sum(abs(S0) ** 2) / colours,
                 np.sum(Sq * S0.conj()).real / colours])
    if k == 0:
        random_radius = abs(np.linalg.eigvals(h0)).max()
data = np.array(data)
means = data.mean(axis=0)
errors = data.std(axis=0, ddof=1) / np.sqrt(samples)
predictions = [pion_momentum_formula(kappa_rm, p) for p in (0.0, q)]
for m, e, p in zip(means, errors, predictions):
    # five standard errors plus one percent for the finite colour number
    assert e < 0.05 * p and abs(m - p) < 5 * e + 0.01 * p
# finite matrices may overshoot the limiting bound 4, but stay far below 8
assert random_radius < 5

# ---------- output ----------
print("All quantities in lattice units (a = 1); r = 1 unless stated")
print(f"Random SU(3) field, 3^4 lattice: norm of H = {norm_H:.4f} (bound 8)")
print(f"Series at kappa = {kappa_series:.2f}, unit source, error norm:")
for n, err in series_error.items():
    print(f"  through order {n:2d}: {err:.3e}")
print(f"Diagonal of H^2, r = 1.0: largest entry {abs(back_one).max():.1e}")
print(f"Diagonal of H^2, r = 0.5: {back_half[0, 0].real:.4f}")
print(f"Free field: spectral radius of H = {free_radius:.6f}")
print(f"Free field: critical kappa = {kappa_c_free:.6f}")
print(f"Free quark mass at kappa = {free_kappa:.2f}: "
      f"inverse {free_mass_num:.6f}, formula {free_mass:.6f}")
print("Words: length, all, surviving, sum Tr PP^dagger, summed amplitude")
for row in word_table:
    print("  %d  %5d  %5d  %9.0f  %6.0f" % row)
print("Eigenvalues of the pair map at zero momentum:")
print("  " + " ".join(f"{abs(e):.0f}" for e in pair_eigs))
print(f"Strong coupling: critical kappa = {kappa_c_strong:.6f}")
print("Pion: kappa, mass from walk, mass from formula, C(q=0) per colour")
for row in pion_rows:
    print("  %.2f  %.6f  %.6f  %.5f" % row)
print(f"m^2/(1/(2 kappa) - 2) at kappa = {kappa_near}: {slope:.4f}")
print(f"Random unitary links: {colours} colours, {samples} samples, "
      f"kappa = {kappa_rm:.2f}")
for p, m, e, f in zip((0.0, q), means, errors, predictions):
    print(f"  C(q={p:.1f}) = {m:.3f} +- {e:.3f}, formula {f:.3f}")
print(f"  spectral radius of H in one sample = {random_radius:.3f}")
print("ALL CHECKS PASSED")
```

Printed output:

```
All quantities in lattice units (a = 1); r = 1 unless stated
Random SU(3) field, 3^4 lattice: norm of H = 6.9038 (bound 8)
Series at kappa = 0.10, unit source, error norm:
  through order  5: 4.366e-03
  through order 10: 4.478e-05
  through order 20: 4.865e-09
  through order 40: 2.437e-16
Diagonal of H^2, r = 1.0: largest entry 8.6e-16
Diagonal of H^2, r = 0.5: -6.0000
Free field: spectral radius of H = 8.000000
Free field: critical kappa = 0.125000
Free quark mass at kappa = 0.10: inverse 0.693147, formula 0.693147
Words: length, all, surviving, sum Tr PP^dagger, summed amplitude
  1      8      8         64       8
  2     64     56       1024      64
  3    512    392      16384     512
  4   4096   2744     262144    4096
Eigenvalues of the pair map at zero momentum:
  16 12 12 12 12 8 8 8 8 8 8 4 4 4 4 0
Strong coupling: critical kappa = 0.250000
Pion: kappa, mass from walk, mass from formula, C(q=0) per colour
  0.10  3.152910  3.152910  4.76190
  0.15  2.237980  2.237980  6.25000
  0.20  1.447304  1.447304  11.11111
  0.24  0.622498  0.622498  51.02041
m^2/(1/(2 kappa) - 2) at kappa = 0.2499: 4.7984
Random unitary links: 150 colours, 12 samples, kappa = 0.20
  C(q=0.0) = 10.942 +- 0.088, formula 11.111
  C(q=1.0) = 8.727 +- 0.045, formula 8.822
  spectral radius of H in one sample = 4.078
ALL CHECKS PASSED
```
